\section*{Why an adiabatic photon-extended Casida equation misses multiphoton polariton states}

\section{The argument under review}

The argument to be assessed runs as follows. The photon-extended Casida matrix contains the electronic excitations, the cavity modes and their coupling. It is diagonalized without expanding in the coupling. Its eigenvalues are therefore all the polariton energies of the molecule in the cavity, and an adiabatic exchange-correlation (xc) kernel affects their accuracy but not their number.

The second sentence is correct. The first needs a restriction: with an adiabatic kernel the matrix contains only electronic excitations that grow out of single ones, and double excitations are missing even without a cavity. The conclusion has to be checked on two points: how many poles can such a matrix have, and do the states it leaves out carry weight in the exact linear response? Atomic units are used in the algebra, so $\hbar=1$; energies are quoted in eV.

\section{Counting the poles}

Take real Kohn--Sham orbitals and first one electron. Let $a$ label the single excitations, with energies $\omega_a>0$ and transition moments $x_a$ of the coordinate $x$ that couples to the modes. To first order the amplitude $C_a$ of the excited orbital, with the ground-state phase removed, obeys
\begin{equation}
i\dot C_a=\omega_aC_a+u_a ,
\end{equation}
where $u_a$ is the real matrix element of the change in the Kohn--Sham potential. Put $R_a=C_a+C_a^*$. The terms in $u_a$ cancel in the first derivative, $\dot R_a=-i\omega_a(C_a-C_a^*)$, and add in the second:
\begin{equation}
\ddot R_a=-\omega_a^2R_a-2\omega_au_a .
\label{eq:pair}
\end{equation}
With coupling $-\sum_\alpha c_\alpha q_\alpha x$ to modes of frequency $\omega_\alpha$ and a real symmetric, frequency-independent kernel $K_{ab}$, the free motion has
\begin{align}
u_a&=\sum_bK_{ab}R_b-x_a\sum_\alpha c_\alpha\,\delta q_\alpha ,\\
\delta\ddot q_\alpha&=-\omega_\alpha^2\,\delta q_\alpha+c_\alpha\sum_ax_aR_a .
\end{align}
Substituting $R_a=\sqrt{2\omega_a}\,X_a$ makes the equations symmetric. For motion at frequency $\Omega$, with $L_a=\sqrt{2\omega_a}\,x_a$,
\begin{equation}
\begin{pmatrix}
\omega_a^2\delta_{ab}+2\sqrt{\omega_a\omega_b}\,K_{ab} & -L_ac_\beta\\
-c_\alpha L_b & \omega_\alpha^2\delta_{\alpha\beta}
\end{pmatrix}
\begin{pmatrix}X_b\\ \delta q_\beta\end{pmatrix}
=\Omega^2\begin{pmatrix}X_a\\ \delta q_\alpha\end{pmatrix}.
\label{eq:casida}
\end{equation}
For many electrons $a$ runs over occupied--virtual pairs, and $K$ also contains the Hartree and dipole self-energy terms; the structure is the same.

A real symmetric matrix for $N_p$ pairs and $M$ modes has $N_p+M$ eigenvalues $\Omega^2$. There are thus at most $N_p+M$ positive poles: a negative eigenvalue signals an unstable reference state, and an eigenvector without dipole or mode amplitude gives no pole in those responses. The entries of $K$ move the poles but do not add any.

A large orbital basis does not help. Let the $c_\alpha$ and the photon-induced part of $K$ go to zero. Each eigenvalue then tends to a purely electronic one or to some $\omega_\alpha^2$. The energies $2\omega_\alpha$ (two photons) and $\omega_e+\omega_\alpha$ (excited molecule plus one photon) are not in this list, except by coincidence.

\section{A case with the best adiabatic kernel}

One might still blame approximate kernels. To exclude this, consider a model whose adiabatic kernel can be obtained without approximation: one electron on two sites a distance $a$ apart, with one mode. Its position is $x=(a/2)\sigma_z$. The length-gauge mode energy is
\begin{equation}
\tfrac12p^2+\tfrac12\omega^2\Bigl(q-\frac{\lambda x}{\omega}\Bigr)^2
=\tfrac12(p^2+\omega^2q^2)-\omega\lambda qx+\tfrac12\lambda^2x^2 .
\end{equation}
Since $x^2=a^2/4$, the last term is the constant $\lambda^2a^2/8$ and drops out of excitation energies. Define $c=\omega\lambda a/2=g\sqrt{2\omega}$, so that $cq=g(b+b^\dagger)$. With hopping $t$, site potential $v$ and a static source $j$,
\begin{equation}
H=-t\sigma_x+v\sigma_z+\tfrac12(p^2+\omega^2q^2)-cq\sigma_z+jq .
\end{equation}
There is no electron repulsion, so all xc effects come from the photons. The density variable is $s=\langle\sigma_z\rangle$.

For given $s$ and mean coordinate $\bar q$, write $q=\bar q+q'$ with $\langle q'\rangle=0$. The terms linear in $q'$ alone average to zero, and the minimum internal energy is
\begin{equation}
F(s,\bar q)=\tfrac12\omega^2\bar q^2-c\bar qs+G(s),
\end{equation}
where $G(s)$ is the minimum of the remaining energy at fixed $s$ and $\langle q'\rangle=0$. The uncoupled electron has $T_s(s)=-t\sqrt{1-s^2}$, so $E_{xc}=G-T_s-\omega/2$ depends on $s$ alone. Stationarity of $F+vs+j\bar q$ in $s$, compared with the Kohn--Sham condition $v_s+T_s'=0$, gives
\begin{equation}
v_s=v-c\bar q+v_{xc}(s),\qquad v_s=-\frac{ts}{\sqrt{1-s^2}} .
\end{equation}
The exact adiabatic kernel is $f_{ad}=dv_{xc}/ds$.

The Kohn--Sham gap is $\omega_s=2\sqrt{t^2+v_s^2}$. Because $\sigma_z^2=1$, the squared transition moment is $1-s^2$, and Eq.~\eqref{eq:pair} gives
\begin{equation}
\chi_s=\frac{S_s}{\Omega^2-\omega_s^2},\qquad S_s=2\omega_s(1-s^2).
\end{equation}
The mode equation $\ddot q=-\omega^2q+c\sigma_z-j$ holds as an operator equation, so it needs no xc term. It gives $\delta q=c\,\delta s/(\omega^2-\Omega^2)$. Divide $\delta v_s=\delta v-c\,\delta q+f_{xc}\,\delta s$ by $\delta s$ and rearrange:
\begin{equation}
\frac1\chi=\frac1{\chi_s}+\frac{c^2}{\omega^2-\Omega^2}-f_{xc}(\Omega).
\label{eq:dyson}
\end{equation}
For constant $f$, a pole of $\chi$ is a zero of the right side. Multiplying by $-S_s(\omega^2-\Omega^2)$ gives
\begin{equation}
(\omega_s^2+S_sf-\Omega^2)(\omega^2-\Omega^2)=S_sc^2 ,
\label{eq:two}
\end{equation}
which is quadratic in $\Omega^2$: at most two positive poles, whatever the value of $f$.

\section{Numbers for the two descriptions}

Take round parameters $t=0.8$, $v=0.6$, $\omega=2$ and $g=0.2$ eV, with $j=0$. The bare gap $2\sqrt{t^2+v^2}=2$ eV is resonant with the mode. For $a=4$ \AA\ the coupling corresponds to $\lambda=0.0101$ atomic units, or through $\lambda=\sqrt{4\pi/V}$ to a mode volume $V\approx1.8\times10^4$ \AA$^3$.

The exact ground state has $s=-0.6058$. This gives $\omega_s=2.0109$ eV and $S_s=2.546$ eV. The kernel is $f_{ad}=0.0192$ eV, both from finite differences of $v_{xc}$ and from Eq.~\eqref{eq:dyson} at $\Omega=0$ with the exact static response. In Eq.~\eqref{eq:two}, $\omega_s^2+S_sf_{ad}=4.093$ eV$^2$ and $S_sc^2=2.546\times0.16=0.407$ eV$^4$, so
\begin{equation}
\Omega^2=4.046\pm\sqrt{0.046^2+0.407}=4.046\pm0.640\ \text{eV}^2 ,
\end{equation}
or $\Omega=1.846$ and $2.165$ eV. The exact Hamiltonian has four excitations below 5 eV: $1.841$, $2.159$, $3.777$ and $4.222$ eV. The adiabatic result places the first two within $0.007$ eV of the exact model values and has nothing near the other two.

The missing pair is the second rung of a ladder. At weak coupling and resonance, rung $N$ consists of $|g,N\rangle$ and $|e,N-1\rangle$, where the number counts photons. Let $s_0$ be the uncoupled value of $s$ and $m_0=\sqrt{1-s_0^2}$. The coupling element within the rung is $-gm_0\sqrt N$, so the energies are $N\omega\pm gm_0\sqrt N$ to first order in $g$. Here $m_0=0.8$, and the predicted splittings of $0.320$ and $0.453$ eV compare with the exact $0.317$ and $0.445$ eV.

For a single two-level emitter, adding Casida energies in pairs does not supply this rung. Two independent quanta would give $2\omega$ and $2\omega\pm2gm_0$, whereas the rung lies at $2\omega\pm\sqrt2\,gm_0$. The difference is $(2-\sqrt2)gm_0=0.094$ eV; the actual distances from the two exact states to the nearest sum are $0.086$ and $0.107$ eV. This anharmonicity is a single-emitter effect. Take $N$ identical dimers that share the mode with coupling $g/\sqrt N$, dipole self-energy included. The distance from the second-rung states to sums of two exact polariton energies then falls roughly as $1/N$, from $0.095$ eV at $N=1$ to at most $0.006$ eV at $N=16$. The weight of the rung relative to the polaritons falls as $1/N$ as well, from $0.0039$ to $0.00024$.

\section{Are the missing states visible?}

A state with no weight in the exact density response cannot be held against a linear-response method. The weight of the second rung therefore matters. Let
\begin{equation}
\sigma_z|g\rangle=s_0|g\rangle+m_0|e\rangle,\qquad
\sigma_z|e\rangle=-s_0|e\rangle+m_0|g\rangle .
\end{equation}
Displacing the mode to its mean position leaves, to first order in $g$, the coupling $W=-g(b+b^\dagger)(\sigma_z-s_0)$. At resonance three terms contribute to $\langle e,1|\sigma_z|0\rangle$, with $|0\rangle$ the coupled ground state:
\begin{itemize}
\item The ground state acquires $|e,1\rangle$ with amplitude $-gm_0/(-2\omega)$. With $\langle e|\sigma_z|e\rangle=-s_0$ this gives $-gs_0m_0/(2\omega)$.
\item The state $|e,1\rangle$ acquires $|g,0\rangle$ with amplitude $-gm_0/(2\omega)$. With $\langle g|\sigma_z|g\rangle=s_0$ this gives $-gs_0m_0/(2\omega)$.
\item It also acquires $|e,0\rangle$ with amplitude $2gs_0/\omega$, since $\langle e|\sigma_z-s_0|e\rangle=-2s_0$. With $\langle e|\sigma_z|g\rangle=m_0$ this gives $2gs_0m_0/\omega$.
\end{itemize}
The sum is $gs_0m_0/\omega$. The partner $|g,2\rangle$ contributes nothing at this order, because one action of $W$ changes the photon number by one. The true eigenstates are rotations within the degenerate pair, which preserve the total weight:
\begin{equation}
w_2=\frac{g^2s_0^2(1-s_0^2)}{\omega^2}+O(g^4).
\end{equation}
For the example, $w_2=(0.2\times0.6\times0.8/2)^2=0.0023$; the exact value is $0.0025$. The two polaritons carry $0.33$ and $0.30$. The missing lines are weak but present. In this two-level model they require the permanent dipoles of $|g\rangle$ and $|e\rangle$ to differ, which means $s_0\ne0$. With more levels this is not necessary: a third level that is dipole-coupled to both $|g\rangle$ and $|e\rangle$ also gives a weight of order $g^2$ when all permanent dipoles are equal. The mode here is lossless, whereas a volume this small is typical of lossy plasmonic gaps. With a Lorentzian half-width of $0.1$ eV on all lines, the two missing lines are about as strong as the polariton tails beneath them; at $0.2$ eV they no longer form maxima.

In the symmetric dimer, $v=j=0$, the parity $\sigma_x(-1)^{b^\dagger b}$ commutes with $H$. Both $\sigma_z$ and $q$ are odd, while the ground state and the second rung are even. That rung is dark in the exact linear response too, and its absence from the Casida spectrum is then no fault of the kernel.

The third rung is odd and can be bright. Keep the resonance by setting $2t=\omega$, which means $t=1$ eV for $\omega=2$ eV. Now $s_0=0$, $m_0=1$, and two actions of $W$ are needed. Three terms contribute to $\langle e,2|\sigma_z|0\rangle$: the ground state corrected twice, each state corrected once, and $|e,2\rangle$ corrected twice. The intermediate states are $|e,1\rangle$ for the ground state and $|g,1\rangle$ for $|e,2\rangle$. All energy denominators have magnitude $2\omega$, and
\begin{equation}
\langle e,2|\sigma_z|0\rangle=
\frac{\sqrt2\,g^2}{4\omega^2}-\frac{\sqrt2\,g^2}{4\omega^2}+\frac{\sqrt2\,g^2}{4\omega^2}
=\frac{\sqrt2\,g^2}{4\omega^2}.
\end{equation}
The middle sign is negative because the single corrections have amplitudes $g/(2\omega)$ and $-\sqrt2\,g/(2\omega)$. Two actions of $W$ cannot reach $|g,3\rangle$, so the rung weight is $g^4/(8\omega^4)=1.25\times10^{-5}$ to leading order; the exact value is $1.29\times10^{-5}$. Symmetry makes the omission much less visible but does not remove it.

\section{What the exact kernel must do}

The exact response is
\begin{equation}
\chi(\Omega)=\sum_n\frac{2\Omega_n|\langle n|\sigma_z|0\rangle|^2}{\Omega^2-\Omega_n^2}.
\end{equation}
As a function of $\Omega^2$ it falls from $+\infty$ to $-\infty$ between neighbouring bright poles, so it has one zero $z_k$ in each gap. There $1/\chi$ has a pole $-r_k/(\Omega^2-z_k^2)$ with $r_k=-1/(d\chi/d\Omega^2)>0$.

One zero lies at $\Omega=\omega$; in the resonant example this is between the polaritons. With a varying source, $(\omega^2-\Omega^2)\delta q=c\,\delta s-\delta j$. All responses are finite at $\omega$, so there $\delta s/\delta j=1/c$. Since $H$ is real, this equals $\delta q/\delta v$. Inserting it in $c\,\delta s=(\omega^2-\Omega^2)\delta q$ for a change of $v$ gives $\chi\approx(\omega^2-\Omega^2)/c^2$ near $\omega$. The mean-field photon term in Eq.~\eqref{eq:dyson} cancels this pole of $1/\chi$. Every other zero is a pole of $f_{xc}$: beyond the two polaritons, each further bright state costs one kernel pole. In the example the first two lie at $3.771$ and $4.218$ eV, just below the missing states.

At high frequency $\chi\to S/\Omega^2$, where
\begin{equation}
S=\sum_n2\Omega_n|\langle n|\sigma_z|0\rangle|^2
=\langle\sigma_zH\sigma_z-H\rangle\times2=4t\langle\sigma_x\rangle ,
\end{equation}
because $\sigma_z\sigma_x\sigma_z=-\sigma_x$. Keep the zero at $\omega$, for which $r_0=c^2$, and the next two:
\begin{equation}
\frac1\chi\approx\frac{\Omega^2-A}{S}+\sum_{k=0}^{2}\frac{r_k}{z_k^2-\Omega^2},
\label{eq:trunc}
\end{equation}
with $A$ fixed by $\chi(0)$. The zeros of this expression are the eigenvalues of a $4\times4$ matrix with diagonal $A,\omega^2,z_1^2,z_2^2$ and elements $\sqrt{Sr_k}$ linking the first entry to the others. Each kernel pole acts as an extra oscillator. The matrix returns all four energies to within $10^{-4}$ eV. Its input comes from the exact solution, so this shows what form a kernel needs, not a way to predict it.

The same expression explains an unexpected result. With $f=0$ the poles are $1.839$ and $2.159$ eV, closer to the exact polaritons than those of the exact adiabatic kernel. Equations~\eqref{eq:dyson} and \eqref{eq:trunc} give
\begin{equation}
f_{xc}(\Omega)-f_{ad}\approx\Bigl(\frac1{S_s}-\frac1S\Bigr)\Omega^2
+\sum_{k=1}^{2}r_k\Bigl(\frac1{\Omega^2-z_k^2}+\frac1{z_k^2}\Bigr).
\end{equation}
With $S=2.533$ eV and $r_{1,2}\approx0.20$ eV$^3$, the terms at $\Omega=2$ eV are $-0.0079$, $-0.0055$ and $-0.0033$ eV. They reduce $0.0192$ to $0.0025$ eV; the exact kernel there is $0.0024$ eV. At the polaritons themselves the same formula gives about $0.005$ eV (lower) and $-0.001$ eV (upper). Both values are closer to zero than to the static value, which is why $f=0$ does better here. The $\Omega^2$ term arises because $S$ differs from $S_s$ in this two-site model. The ranking of the two kernels is not general even within the model: for the symmetric dimer ($t=1$, $v=0$ eV, same $\omega$ and $g$) the errors are $-0.011$ and $-0.009$ eV with $f=0$, but $0.002$ and $0.003$ eV with $f_{ad}$.

\section{Assessment}

The claim should be restricted to polaritons that grow out of single excitations and single photons. For these the adiabatic equation is accurate to $0.007$ eV at $g=0.2$ eV; the error grows to $0.03$ eV at $g=0.4$ eV. It should not be used to assign or exclude lines near $2\omega$ or $\omega_e+\omega$: at weak coupling, a pole found there belongs to another single excitation or another mode. Multiphoton lines in the linear spectrum need a frequency-dependent kernel or a method that treats the coupled states explicitly. The weights found here refer to one strongly coupled emitter and a lossless mode; under collective coupling or cavity loss the omitted lines matter much less. The full set of values is in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
hopping t, site potential v, mode energy w: 0.8, 0.6, 2.0 eV
coupling g: 0.2 eV; site distance a: 4.0 angstrom
bare gap: 2.0000 eV; bare s: -0.6000
lambda: 0.01014 atomic units; mode volume: 18095 angstrom^3
constant dipole self-energy: 0.0200 eV
exact s: -0.60576; exact <sx>: 0.79168
KS potential v_s: 0.60908 eV; KS gap: 2.01095 eV
KS squared transition moment: 0.63305
xc potential: -0.015151 eV
adiabatic kernel, finite difference: 0.019189 eV
adiabatic kernel, sum over states: 0.019189 eV
number of exact excitations below 5 eV: 4
exact excitations 1-4: 1.8411  2.1585  3.7771  4.2221 eV
exact excitations 5-6: 5.7293  6.2695 eV
exact sz weights 1-4: 0.328306  0.302268  0.001615  0.000839
Casida poles, f = 0: 1.8394  2.1588 eV
Casida poles, exact adiabatic f: 1.8457  2.1648 eV
adiabatic minus exact, two polaritons: 0.00451  0.00627 eV
linearized motion, dimer: 1.8457  2.1648 eV
three sites, two modes, pole count: 4
three sites, two modes, poles: 1.2462  1.5520  2.4407  2.5028 eV
sums of two Casida poles: 3.6913  4.0104  4.3296 eV
distance of exact states 3, 4 to nearest sum: 0.0858  0.1075 eV
exact splitting, rung 1: 0.3174 eV
exact splitting, rung 2: 0.4450 eV
splitting ratio at g = 0.01 eV: 1.41419
rung-2 weight, exact: 0.002454
rung-2 weight, leading law: 0.002304
rung-2 weight, exact/law at g = 0.02 eV: 1.00064
strength share of all states above the polaritons: 0.772 %
strength S, exact and KS: 2.53337, 2.54606 eV
symmetric dimer, largest rung-2 moment below 1e-9: True
symmetric dimer, rung-3 weight: 1.291e-05
symmetric dimer, rung-3 leading law: 1.250e-05
zeros of chi: 2.00000  3.77055  4.21762 eV
kernel poles: 3.77055  4.21762 eV
kernel pole residues: 0.20023  0.20248 eV^3
exact kernel at the mode energy: 0.00236 eV
restored excitations, 4x4 matrix: 1.8412  2.1586  3.7771  4.2221 eV
largest restoration error: 5.14e-05 eV
\end{verbatim}
